# Paired modes and the indefinite product in the Casida problem: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
# Paired structure of the adiabatic Casida problem  M Z = Omega eta Z  (atomic units).
# M=[[A,B],[B*,A*]], A Hermitian, B symmetric, eta=diag(1,-1), Z=(X,Y), Zbar=(Y*,X*).
# Always: Zbar has root -Omega*, the spectrum holds +-Omega, +-Omega*, and
#   (Omega_n-conj(Omega_m)) Z_m^+ eta Z_n = 0.
# If M>0: real roots, n positive and n negative, Z^+ eta Z=+1, Zbar^+ eta Zbar=-1,
#   sum (Z Z^+ - Zbar Zbar^+) eta = 1,
#   (M-w eta)^-1 = sum Z Z^+/(Omega-w) + Zbar Zbar^+/(Omega+w),
#   alpha(w)=sum 2 Omega |t|^2/(Omega^2-w^2), t=D^+ Z, D=(d,d*), f=2 Omega |t|^2.
# Example: linear H4, restricted LDA (Slater+VWN5), STO-3G.
import numpy as np
import sympy as sp
from scipy.linalg import expm, eigh, block_diag
from scipy.optimize import linear_sum_assignment
from scipy.constants import physical_constants
from pyscf import gto, dft, scf
from pyscf.tdscf import rhf as tdrhf
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(7)
mx = lambda a: float(np.max(np.abs(a)))

def bigM(A, B): return np.block([[A, B], [B.conj(), A.conj()]])
def metric(n): return np.diag(np.r_[np.ones(n), -np.ones(n)])
def bar(Z):
    n = Z.shape[0] // 2
    return np.concatenate([Z[n:].conj(), Z[:n].conj()])
def setdist(a, b):
    c = np.abs(a[:, None] - b[None, :]); r, s = linear_sum_assignment(c)
    return c[r, s].max()
def fpow(S, p):
    w, u = eigh(S); return (u * w**p) @ u.conj().T
def randAB(n):
    a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    b = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (a + a.conj().T) / 2, (b + b.T) / 2

def check_general(A, B):
    n = len(A); M = bigM(A, B); eta = metric(n)
    lam, V = np.linalg.eig(eta @ M)
    for img in (-lam.conj(), lam.conj(), -lam):
        assert setdist(lam, img) < 1e-8
    assert mx(M @ bar(V) - eta @ bar(V) * (-lam.conj())) < 1e-9
    G = V.conj().T @ eta @ V
    assert mx((lam[None, :] - lam.conj()[:, None]) * G) < 1e-9
    return lam, V, G

def check_stable(A, B):
    # vectors come from a non-Hermitian solver that imposes no orthogonality
    n = len(A); M = bigM(A, B); eta = metric(n)
    assert eigh(M, eigvals_only=True)[0] > 0
    lam, V, G = check_general(A, B)
    assert mx(lam.imag) < 1e-9 and np.sum(lam.real > 0) == n
    assert np.all(np.sign(np.diag(G).real) == np.sign(lam.real))
    pos = [k for k in np.argsort(lam.real) if lam[k].real > 0]
    Om = lam.real[pos]; Z = V[:, pos].astype(complex)
    G0 = Z.conj().T @ eta @ Z
    raw_off = mx(G0 - np.diag(np.diag(G0)))
    Z = Z @ np.linalg.inv(np.linalg.cholesky(G0)).conj().T
    assert mx(M @ Z - eta @ Z * Om) < 1e-8
    Zb = bar(Z); W = np.hstack([Z, Zb])
    assert mx(W.conj().T @ eta @ W - eta) < 1e-9
    assert mx((Z @ Z.conj().T - Zb @ Zb.conj().T) @ eta - np.eye(2 * n)) < 1e-9
    X, Y = Z[:n], Z[n:]
    assert mx(X @ X.conj().T - Y.conj() @ Y.T - np.eye(n)) < 1e-9
    assert mx(X @ Y.conj().T - Y.conj() @ X.T) < 1e-9
    for w in (0.0, 0.1, -0.37 + 0.2j, 2.3j):
        R = (Z / (Om - w)) @ Z.conj().T + (Zb / (Om + w)) @ Zb.conj().T
        assert mx(R - np.linalg.inv(M - w * eta)) < 1e-8
    assert mx((Z * Om) @ Z.conj().T + (Zb * Om) @ Zb.conj().T - eta @ M @ eta) < 1e-8
    # Hermitian construction
    h, u = eigh(fpow(M, .5) @ eta @ fpow(M, .5))
    assert setdist(h, lam) < 1e-9
    Zh = fpow(M, -.5) @ u * np.sqrt(np.abs(h))
    assert mx(M @ Zh - eta @ Zh * h) < 1e-9
    assert mx(Zh.conj().T @ eta @ Zh - np.diag(np.sign(h))) < 1e-9
    # projector on the lowest positive level by contour quadrature
    grp = np.abs(Om - Om[0]) < 1e-7
    dist = np.abs(lam.real - Om[0]); r = 0.5 * dist[dist > 1e-7].min()
    P = 0
    for th in 2 * np.pi * np.arange(128) / 128:
        dz = r * np.exp(1j * th)
        P = P - np.linalg.inv(eta @ M - (Om[0] + dz) * np.eye(2 * n)) * dz / 128
    assert mx(P - Z[:, grp] @ Z[:, grp].conj().T @ eta) < 1e-9
    d = rng.normal(size=n) + 1j * rng.normal(size=n); D = np.r_[d, d.conj()]
    t = D.conj() @ Z
    assert mx(D.conj() @ Zb - t.conj()) < 1e-10
    for w in (0.1, -0.1):
        ref = D.conj() @ np.linalg.solve(M - w * eta, D)
        assert abs(ref - np.sum(2 * Om * abs(t)**2 / (Om**2 - w**2))) < 1e-8
    return Om, Z, raw_off

# complex random models: stable, stable with degeneracy, indefinite, unstructured
A, B = randAB(5); check_general(A, B)
A = A + (0.5 - eigh(bigM(A, B), eigvals_only=True)[0]) * np.eye(5)
check_stable(A, B)
a, b = randAB(2); a = a + (0.5 - eigh(bigM(a, b), eigvals_only=True)[0]) * np.eye(2)
U = expm(1j * randAB(4)[0])
Om, _, off = check_stable(U.conj().T @ block_diag(a, a) @ U, U.conj().T @ block_diag(b, b) @ U.conj())
assert abs(Om[0] - Om[1]) < 1e-9
print(f"degenerate model: raw off-diagonal metric overlap = {off:.3f}")
Hg = randAB(6)[0] + 8 * np.eye(6); lg = np.linalg.eigvals(metric(3) @ Hg)
assert setdist(lg, lg.conj()) < 1e-9 and setdist(lg, -lg) > 1e-2
print(f"Hermitian M without swap symmetry: pairing mismatch = {setdist(lg, -lg):.3f}")
# counterexamples
lam, V, G = check_general(np.diag([1., -1.]), np.array([[0, .5], [.5, 0]]))
assert mx(np.diag(G)) < 1e-12 and np.all(abs(lam.imag) > .1) and np.all(abs(lam.real) > .1)
print("A=diag(1,-1), B12=0.5: roots (Ha) =", np.round(np.sort_complex(np.round(lam, 10)), 4))
lam, V, G = check_general(np.array([[-1.]]), np.array([[.6]]))
k = np.argmax(lam.real); assert G[k, k].real < 0 and mx(lam.imag) < 1e-12
print(f"A=-1, B=0.6: Omega = {lam[k].real:.4f} Ha, norm of unit vector = {G[k, k].real:.4f}")
w = sp.symbols('w'); Ms = sp.Matrix([[1, 1], [1, 1]]); es = sp.diag(1, -1)
assert (es * Ms)**2 == sp.zeros(2) and len((es * Ms).nullspace()) == 1
v0 = (es * Ms).nullspace()[0]; assert (v0.T * es * v0)[0] == 0
res2 = sp.simplify(w**2 * (Ms - w * es).inv()).subs(w, 0); assert res2 != sp.zeros(2)
print("A=B=1: det(M-w eta) =", sp.expand((Ms - w * es).det()), "; w^-2 coefficient =", res2.tolist())

def setup(m):
    m.xc = 'lda,vwn'; m.conv_tol = 1e-11; m.conv_tol_grad = 1e-7; m.max_cycle = 200
    return m
def h4(R):
    mol = gto.M(atom=[['H', (0, 0, (k - 1.5) * R)] for k in range(4)], unit='Bohr',
                basis='sto-3g', verbose=0)
    mf = setup(dft.RKS(mol)); mf.kernel(); assert mf.converged
    mf.mo_coeff = C = mf.mo_coeff * np.sign(mf.mo_coeff[0])
    o, v = C[:, :2], C[:, 2:]
    J = np.einsum('pqrs,pi,qa,rj,sb->iajb', mol.intor('int2e'), o, v, o, v).reshape(4, 4)
    phi = dft.numint.eval_ao(mol, mf.grids.coords) @ C
    rs = (phi[:, :2]**2).sum(1)
    f = np.asarray(dft.libxc.eval_xc('lda,vwn', (rs, rs), spin=1, deriv=2)[2][0])
    if f.shape[1] != 3: f = f.T
    pr = np.einsum('gi,ga->gia', phi[:, :2], phi[:, 2:]).reshape(-1, 4)
    q = lambda g: pr.T @ (pr * (g * mf.grids.weights)[:, None])
    de = (mf.mo_energy[None, 2:] - mf.mo_energy[:2, None]).ravel()
    return mol, mf, de, 2 * J + q(f[:, 0] + f[:, 1]), q(f[:, 0] - f[:, 1])
def triplet_curvature(mol, mf, de, KT):
    ev, vec = eigh(np.diag(de) + 2 * KT)
    K = np.zeros((4, 4)); K[2:, :2] = vec[:, 0].reshape(2, 2).T; K = K - K.T
    u = setup(dft.UKS(mol)); u.grids = mf.grids
    def E(t):
        ca, cb = [(mf.mo_coeff @ expm(s * t * K))[:, :2] for s in (1, -1)]
        return u.energy_tot(dm=np.array([ca @ ca.T, cb @ cb.T]))
    t = 1e-3; c = (E(t) + E(-t) - 2 * E(0)) / t**2
    assert abs(c - 4 * ev[0]) < 2e-5   # step error of order t^2
    return ev[0], c

R = 1.8; mol, mf, de, KS, KT = h4(R); C = mf.mo_coeff
A, B = np.diag(de) + KS, KS.copy()
a4, b4 = tdrhf.get_ab(mf)
assert mx(a4.reshape(4, 4) - A) < 1e-6 and mx(b4.reshape(4, 4) - B) < 1e-6
Om, Z, _ = check_stable(A, B)
for n in range(4):
    z = Z[np.argmax(abs(Z[:4, n])), n]; Z[:, n] *= abs(z) / z
assert mx(Z.imag) < 1e-9
Z = Z.real; X, Y = Z[:4], Z[4:]
S = fpow(A - B, .5); o2, F = eigh(S @ (A + B) @ S)
assert mx(np.sqrt(o2) - Om) < 1e-10 and mx(abs(S @ F / o2**.25) - abs(X + Y)) < 1e-9
assert mx((X + Y) @ (X - Y).T - np.eye(4)) < 1e-10
zao = mol.intor('int1e_r')[2]; zia = (C[:, :2].T @ zao @ C[:, 2:]).ravel()
d = np.sqrt(2) * zia; t = d @ (X + Y); fz = 2 * Om * t**2
alpha = lambda w: np.sum(fz / (Om**2 - w**2))
assert abs(fz.sum() - 2 * np.sum(de * d**2)) < 1e-9
u = [2, 1]; g = [0, 3]   # pair index = 2*i + a; u: 2->3, 1->4
assert mx(A[np.ix_(u, g)]) < 1e-6 and mx(d[g]) < 1e-6
# Jacobian of dP/dt=-i[F(P),P] by central differences; LDA Fock depends on Re P only
h0 = mf.get_hcore(); P0 = np.diag([1., 1, 0, 0]).astype(complex)
def rate(r):
    x = (r[:4] + 1j * r[4:]).reshape(2, 2).T
    P = P0.copy(); P[2:, :2] = x; P[:2, 2:] = x.conj().T
    Fm = C.T @ (h0 + np.asarray(mf.get_veff(mol, 2 * C @ P.real @ C.T))) @ C
    G = (-1j * (Fm @ P - P @ Fm))[2:, :2].T.ravel()
    return np.r_[G.real, G.imag]
s = 1e-4; Jac = np.array([(rate(s * e) - rate(-s * e)) / (2 * s) for e in np.eye(8)]).T
lj = 1j * np.linalg.eigvals(Jac)
assert setdist(lj, np.r_[Om, -Om]) < 1e-6
wd = 0.1
rt = np.linalg.solve(-1j * wd * np.eye(8) - Jac, np.r_[np.zeros(4), -zia])
a_td = -4 * zia @ rt[:4]
assert abs(a_td - alpha(wd)) < 1e-5 * alpha(wd)
def zexp(E):
    m = setup(dft.RKS(mol)); m.grids = mf.grids
    m.get_hcore = lambda *args: h0 + E * zao
    m.kernel(dm0=mf.make_rdm1()); assert m.converged
    return np.sum(m.make_rdm1() * zao)
der = lambda e: -(zexp(e) - zexp(-e)) / (2 * e)
a_ff = (4 * der(2e-3) - der(4e-3)) / 3
assert abs(a_ff - alpha(0)) < 1e-4 * a_ff   # SCF residual divided by the field

p = lambda x, n=6: np.array2string(np.round(np.asarray(x), n) + 0.0, precision=n, floatmode='fixed')
print(f"H4 spacing = {R} bohr, LDA/STO-3G energy = {mf.e_tot:.6f} Ha")
print("orbital energies (Ha) =", p(mf.mo_energy))
print("u pairs (2->3, 1->4): delta eps (Ha) =", p(de[u]))
print("u block A11 A12 A22 (Ha) =", p([A[2, 2], A[2, 1], A[1, 1]]))
print("u block B11 B12 B22 (Ha) =", p([B[2, 2], B[2, 1], B[1, 1]]))
Cu = (S @ (A + B) @ S)[np.ix_(u, u)]
print("u block reduced matrix 11 12 22 (Ha^2) =", p([Cu[0, 0], Cu[0, 1], Cu[1, 1]]))
print("u block d=sqrt2<i|z|a> (bohr) =", p(d[u]))
print("eigenvalues of M (Ha) =", p(eigh(bigM(A, B), eigvals_only=True), 4))
print("all singlet Omega (Ha) =", p(Om))
print("all singlet Omega (eV) =", p(Om * EV, 3))
print("TDKS Jacobian roots (Ha) =", p(np.sort(lj.real), 5))
un = [n for n in range(4) if np.sum(X[u, n]**2) > 0.5]; assert len(un) == 2
for n in un:
    print(f"u state: Omega = {Om[n]:.6f} Ha = {Om[n]*EV:.3f} eV, Omega^2 = {Om[n]**2:.6f} Ha^2")
    print("  X =", p(X[u, n]), " Y =", p(Y[u, n]))
    print(f"  X.X = {X[:, n]@X[:, n]:.6f}, Y.Y = {Y[:, n]@Y[:, n]:.6f}, X.X-Y.Y = {X[:, n]@X[:, n]-Y[:, n]@Y[:, n]:.6f}")
    print(f"  t = {t[n]:.6f} bohr, f_zz = {fz[n]:.6f}")
    print(f"  share of alpha(0) = {fz[n]/Om[n]**2:.4f}, of alpha({wd}) = {fz[n]/(Om[n]**2-wd**2):.4f} bohr^3")
m, n = un
print(f"u states: X1.X2 = {X[:, m]@X[:, n]:.6f}, Y1.Y2 = {Y[:, m]@Y[:, n]:.6f}")
print(f"u states: X1.Y2 = {X[:, m]@Y[:, n]:.6f}, Y1.X2 = {Y[:, m]@X[:, n]:.6f}")
print("u block diag XX^T =", p(np.diag(X @ X.T)[u]), " YY^T =", p(np.diag(Y @ Y.T)[u]))
print(f"u block off-diag XX^T = {(X@X.T)[2,1]:.6f}, YY^T = {(Y@Y.T)[2,1]:.6f}")
print("u block eigenvalues of A alone (Ha) =", p(eigh(A[np.ix_(u, u)], eigvals_only=True)))
print(f"sum f_zz = {fz.sum():.6f}; 2 d(A-B)d = {2*np.sum(de*d**2):.6f}")
print(f"alpha_zz(0): spectral = {alpha(0):.4f}, finite field = {a_ff:.4f} bohr^3")
print(f"alpha_zz({wd} Ha): spectral = {alpha(wd):.4f}, driven TDKS = {a_td.real:.4f} bohr^3")
ev, c = triplet_curvature(mol, mf, de, KT)
print(f"triplet, {R} bohr: min eig(A+B) = {ev:.6f} Ha, E''/4 = {c/4:.6f} Ha")
lam = check_general(np.diag(de) + KT, KT)[0]
print(f"triplet, {R} bohr: Omega^2 (Ha^2) =", p(np.sort((lam**2).real)[::2]))

R2 = 4.0; mol2, mf2, de2, _, KT2 = h4(R2)
ev, c = triplet_curvature(mol2, mf2, de2, KT2); assert ev < 0 and de2.min() > 0
lam, V, G = check_general(np.diag(de2) + KT2, KT2)
k, l = np.argmax(lam.imag), np.argmin(lam.imag)
assert lam[k].imag > 1e-3 and abs(lam[k].real) < 1e-9
assert abs(G[k, k]) < 1e-9 and abs(G[l, k]) > 1e-2
print(f"{R2} bohr: delta eps, pairs 1-3 1-4 2-3 2-4 (Ha) =", p(de2))
print(f"triplet, {R2} bohr: min eig(A+B) = {ev:.6f} Ha, E''/4 = {c/4:.6f} Ha")
print(f"triplet, {R2} bohr: Omega^2 (Ha^2) =", p(np.sort((lam**2).real)[::2]))
print(f"imaginary pair: |Omega| = {lam[k].imag:.6f} Ha = {lam[k].imag*EV:.3f} eV")
print(f"unit vectors: |self norm| = {abs(G[k, k]):.6f}, |overlap with conjugate root| = {abs(G[l, k]):.6f}")
print("success")
```

Running it gives:

```
degenerate model: raw off-diagonal metric overlap = 0.186
Hermitian M without swap symmetry: pairing mismatch = 1.830
A=diag(1,-1), B12=0.5: roots (Ha) = [-1.-0.5j -1.+0.5j  1.-0.5j  1.+0.5j]
A=-1, B=0.6: Omega = 0.8000 Ha, norm of unit vector = -0.8000
A=B=1: det(M-w eta) = -w**2 ; w^-2 coefficient = [[-1, 1], [1, -1]]
H4 spacing = 1.8 bohr, LDA/STO-3G energy = -2.173647 Ha
orbital energies (Ha) = [-0.413732 -0.216707  0.114378  0.642507]
u pairs (2->3, 1->4): delta eps (Ha) = [0.331084 1.056240]
u block A11 A12 A22 (Ha) = [0.554347 0.027878 1.171759]
u block B11 B12 B22 (Ha) = [0.223262 0.027878 0.115519]
u block reduced matrix 11 12 22 (Ha^2) = [0.257454 0.032971 1.359674]
u block d=sqrt2<i|z|a> (bohr) = [-2.641626 -0.127954]
eigenvalues of M (Ha) = [0.3311 0.5281 0.6626 0.7716 0.8592 1.0562 1.2648 1.2933]
all singlet Omega (Ha) = [0.506427 0.613418 1.005328 1.166473]
all singlet Omega (eV) = [13.781 16.692 27.356 31.741]
TDKS Jacobian roots (Ha) = [-1.16647 -1.00533 -0.61342 -0.50643  0.50643  0.61342  1.00533  1.16647]
u state: Omega = 0.506427 Ha = 13.781 eV, Omega^2 = 0.256469 Ha^2
  X = [ 1.022208 -0.031914]  Y = [-0.214011 -0.011229]
  X.X = 1.045927, Y.Y = 0.045927, X.X-Y.Y = 1.000000
  t = -2.129432 bohr, f_zz = 4.592769
  share of alpha(0) = 17.9077, of alpha(0.1) = 18.6343 bohr^3
u state: Omega = 1.166473 Ha = 31.741 eV, Omega^2 = 1.360660 Ha^2
  X = [0.035994 1.000785]  Y = [-0.020079 -0.049633]
  X.X = 1.002867, Y.Y = 0.002867, X.X-Y.Y = 1.000000
  t = -0.163746 bohr, f_zz = 0.062553
  share of alpha(0) = 0.0460, of alpha(0.1) = 0.0463 bohr^3
u states: X1.X2 = 0.004854, Y1.Y2 = 0.004854
u states: X1.Y2 = -0.018941, Y1.X2 = -0.018941
u block diag XX^T = [1.046204 1.002590]  YY^T = [0.046204 0.002590]
u block off-diag XX^T = 0.003400, YY^T = 0.003400
u block eigenvalues of A alone (Ha) = [0.553090 1.173015]
sum f_zz = 4.655322; 2 d(A-B)d = 4.655322
alpha_zz(0): spectral = 17.9537, finite field = 17.9537 bohr^3
alpha_zz(0.1 Ha): spectral = 18.6806, driven TDKS = 18.6806 bohr^3
triplet, 1.8 bohr: min eig(A+B) = 0.207679 Ha, E''/4 = 0.207679 Ha
triplet, 1.8 bohr: Omega^2 (Ha^2) = [0.069177 0.228379 0.658545 0.977425]
4.0 bohr: delta eps, pairs 1-3 1-4 2-3 2-4 (Ha) = [0.091399 0.143700 0.053744 0.106045]
triplet, 4.0 bohr: min eig(A+B) = -0.092074 Ha, E''/4 = -0.092073 Ha
triplet, 4.0 bohr: Omega^2 (Ha^2) = [-0.006244 -0.004338  0.008537  0.009655]
imaginary pair: |Omega| = 0.079016 Ha = 2.150 eV
unit vectors: |self norm| = 0.000000, |overlap with conjugate root| = 0.908834
success
```
